# The adaptive quantum thermal bath: fluctuation-dissipation diagnostic and noise adjustment: verification in Python

```python
# Adaptive quantum thermal bath (adQTB-r), reduced units hbar = m = Omega2 = 1.
# Dynamics: dv_i/dt = f_i - gamma v_i + F_i,  C_FF = 2 g_i(w) theta(w),
# theta = (w/2) coth(w/2kT), g_i = noise friction gamma_r.
# Diagnostic: Delta_i = Re C_vF - g_i C_vv = g_i (2 theta Re chi_ii - C_vv).
# Model: V = O1^2 x1^2/2 + O2^2 x2^2/2 + c x1 x2^2 + d x2^4, d = c^2/(2 O1^2).
# Claim to order c^2: Delta_i = g w^2 |G|^2 [Q_i - 2 (g-gamma) theta],
# Q1 = 2 c^2 A2*A2, Q2 = 4 c^2 A1*A2 (A = Im G0, * = convolution dw/2pi),
# so g_i = gamma + Q_i/(2 theta) restores the quantum FDT.
# Sig = self-energy, N = noise spectrum of the anharmonic force;
# a = gamma + Im Sig/w, b = N/(2 theta); the adjusted friction is a - b and needs a > b.
import numpy as np
from scipy.signal import fftconvolve
from scipy import constants as sc

O1, O2, GAM, KT, C_EX, C_WEAK, C_BIG = 2.0, 1.0, 0.1, 0.2, 0.1, 0.02, 0.13
OM2 = np.array([O1**2, O2**2])
rng = np.random.default_rng(2024)

def theta(w):
    x = np.abs(np.asarray(w, float)) / (2 * KT)
    xs = np.where(x < 1e-12, 1.0, x)
    return KT * np.where(x < 1e-12, 1.0, xs / np.tanh(xs))

w_ref = 2 * np.pi * sc.c * 1.0e5
ps = w_ref * 1e-12
mev = sc.hbar * w_ref / sc.e * 1e3
print(f"inputs (reduced): O1={O1} O2={O2} gamma={GAM} kT={KT} c={C_EX} d={C_EX**2/(2*O1**2):.5f}")
print(f"O2=1000 cm^-1: rate unit {ps:.2f} 1/ps, energy unit {mev:.2f} meV")
print(f"T = {KT*sc.hbar*w_ref/sc.k:.1f} K, gamma = {GAM*ps:.2f} 1/ps")
print(f"theta(O1)={theta(O1):.5f} theta(O2)={theta(O2):.5f} (reduced energy)")

# ---- coth identity
a, b = rng.uniform(-3, 3, 200), rng.uniform(-3, 3, 200)
lhs = (1/np.tanh(a) + 1/np.tanh(b)) / np.tanh(a + b)
assert np.allclose(lhs, 1 + 1/(np.tanh(a)*np.tanh(b)), rtol=1e-8, atol=1e-8)

# ---- exact quantum mechanics of the isolated model
def ho(n, om):
    lo = np.diag(np.sqrt(np.arange(1, n + 6)), 1)
    x = (lo + lo.T) / np.sqrt(2 * om)
    p2 = -(om / 2) * (lo.T - lo) @ (lo.T - lo)
    x2 = x @ x
    return x[:n, :n], x2[:n, :n], (x2 @ x2)[:n, :n], p2[:n, :n]
n1, n2 = 14, 28
xa, xa2, _, pa2 = ho(n1, O1)
xb, xb2, xb4, pb2 = ho(n2, O2)
I1, I2 = np.eye(n1), np.eye(n2)
XOP = [np.kron(xa, I2), np.kron(I1, xb)]
X2OP = [np.kron(xa2, I2), np.kron(I1, xb2)]
P2OP = [np.kron(pa2, I2), np.kron(I1, pb2)]
def quantum(c, field=0.0):
    H = 0.5*(P2OP[0] + P2OP[1]) + 0.5*(OM2[0]*X2OP[0] + OM2[1]*X2OP[1]) \
        + c*np.kron(xa, xb2) + c*c/(2*O1**2)*np.kron(I1, xb4) - field*XOP[1]
    E, U = np.linalg.eigh(H)
    p = np.exp(-(E - E[0]) / KT); p /= p.sum()
    rho = (U * p) @ U.T
    av = lambda op: float(np.sum(rho * op))
    var = np.array([av(X2OP[i]) - av(XOP[i])**2 for i in range(2)])
    return E, U, p, av, var
E, U, p, av, var_q = quantum(C_EX)
wmn = E[None, :] - E[:, None]
dp = p[:, None] - p[None, :]
for i in range(2):
    x_nm2 = (U.T @ XOP[i] @ U)**2
    v2_fdt = np.sum(theta(wmn) * dp * wmn * x_nm2)
    print(f"quantum <v{i+1}^2>: trace {av(P2OP[i]):.6f}, FDT sum {v2_fdt:.6f} (reduced)")
    assert abs(v2_fdt / av(P2OP[i]) - 1) < 1e-6
ok = np.abs(wmn) > 1e-8
pol_kubo = np.sum(dp[ok] * x_nm2[ok] / wmn[ok])
pol_fd = quantum(C_EX, 1e-3)[3](XOP[1]) / 1e-3
print(f"static response of x2: Kubo {pol_kubo:.6f}, finite field {pol_fd:.6f} (reduced)")
assert abs(pol_kubo / pol_fd - 1) < 1e-5
var_q0 = quantum(0.0)[4]
k_diag = (4*(quantum(0.02)[4] - var_q0)/0.02**2 - (quantum(0.04)[4] - var_q0)/0.04**2) / 3

# ---- bilinear coupling
ml = np.array([1.0, 3.0]); Kl = np.array([[4.0, -1.5], [-1.5, 3.0]])
def linear(w, g):
    chi = -1j*w*np.linalg.inv(Kl - w*w*np.diag(ml) - 1j*w*GAM*np.diag(ml))
    cff = np.diag(2*ml*g*theta(w))
    return chi, np.real(np.diag(chi @ cff)), np.real(np.diag(chi @ cff @ chi.conj().T))
g0 = np.full(2, GAM)
for w in (0.5, 1.0, 1.9, 3.0):
    for g in (g0, np.array([0.15, 0.07])):
        chi, cvf, cvv = linear(w, g)
        closed = 2*ml*g*theta(w) * (np.abs(chi)**2 @ (ml*(GAM - g)))
        assert np.allclose(cvf - ml*g*cvv, closed, atol=1e-12)
for w in (1.0, 3.0):
    upd = lambda g: linear(w, g)[1] / (ml * linear(w, g)[2])
    J = np.array([(upd(g0 + 1e-6*e) - upd(g0 - 1e-6*e)) / 2e-6 for e in np.eye(2)]).T
    P = np.abs(linear(w, g0)[0])**2 * ml; P /= P.sum(1, keepdims=True)
    ev = np.sort(np.linalg.eigvals(J).real); pred = 2 - np.trace(P)
    print(f"bilinear model w={w}: update eigenvalue numeric {ev[1]:.5f}, 1-lambda {pred:.5f}")
    assert abs(ev[0]) < 1e-6 and abs(ev[1] - pred) < 1e-6
    assert (pred > 1) == (w == 1.0)

# ---- second-order theory (all per c^2)
def second_order(gam, dw, wmax=30.0):
    M = int(round(wmax / dw)); w = dw * np.arange(-M, M + 1)
    G = 1 / (OM2[:, None] - w**2 - 1j*gam*w)
    S = 2*gam*theta(w)*np.abs(G)**2
    cv = lambda f, g: fftconvolve(f, g, mode="same") * dw / (2*np.pi)
    s2 = S[1].sum() * dw / (2*np.pi)
    Sig = np.array([4*cv(G[1], S[1]), 4*(cv(G[0], S[1]) + cv(G[1], S[0])) - 4*s2/O1**2])
    N = np.array([2*cv(S[1], S[1]), 4*cv(S[0], S[1])])
    Q = np.array([2*cv(G[1].imag, G[1].imag), 4*cv(G[0].imag, G[1].imag)])
    base = (2*np.real(G*Sig)*S + np.abs(G)**2*N).sum(1) * dw / (2*np.pi)
    return w, Q, base, base + (np.abs(G)**2*Q).sum(1) * dw / (2*np.pi), Sig, N
k_ad = 2*second_order(0.02, 0.002)[3] - second_order(0.04, 0.002)[3]
print(f"d var/d c^2, diagonalization: {k_diag[0]:.5f} {k_diag[1]:.5f} (reduced)")
print(f"d var/d c^2, adjusted bath gamma->0: {k_ad[0]:.5f} {k_ad[1]:.5f} (reduced)")
assert np.allclose(k_ad, k_diag, rtol=1e-2, atol=0)
wf, Qf, k_qtb, k_adj, Sigf, Nf = second_order(GAM, 0.005)
print(f"d var/d c^2 at gamma={GAM}: plain {k_qtb[0]:.4f} {k_qtb[1]:.4f}, adjusted {k_adj[0]:.4f} {k_adj[1]:.4f}")
dg2 = lambda i, w: C_EX**2 * np.interp(w, wf, Qf[i]) / (2*theta(w))
nar = [C_EX**2/(8*O2**2*GAM*theta(O1)), -C_EX**2/(4*O1*O2*GAM*theta(O2))]
print(f"2nd-order dgamma1(O1)={dg2(0,O1):.5f} narrow-line {nar[0]:.5f} (reduced rate)")
print(f"2nd-order dgamma2(O2)={dg2(1,O2):.5f} narrow-line {nar[1]:.5f} (reduced rate)")
print(f"2nd-order dgamma2(O1+O2)={dg2(1,O1+O2):.5f}, gamma_r1(0)={GAM+dg2(0,0.0):.5f} (reduced rate)")
assert abs(dg2(0, O1)/nar[0] - 1) < 0.03 and abs(dg2(1, O2)/nar[1] - 1) < 0.03
assert GAM + dg2(0, 0.0) < 0

# ---- stochastic dynamics with periodic coloured noise
H, NS = 0.2, 1024
T, NF = H*NS, 2*NS
K = int(8.0 * T / (2*np.pi)); wk = 2*np.pi/T * np.arange(K + 1); th = theta(wk)
G0 = 1 / (OM2[:, None] - wk**2 + 1j*GAM*wk)      # numpy FFT sign convention
print(f"period {T:.1f}, step {H}, bin {wk[1]:.4f}, noise cutoff {wk[-1]:.2f} (reduced)")
def draw(g, npair):
    z = (rng.normal(size=(2, npair, K+1)) + 1j*rng.normal(size=(2, npair, K+1))) / np.sqrt(2)
    z[:, :, 0] = rng.normal(size=(2, npair))
    F = np.sqrt(2*T*g*th)[:, None, :] * z
    return np.concatenate([F, F*np.array([-1.0, 1.0])[:, None, None]], axis=1)
def integrate(F, c, kick=0.0):
    d = c*c/(2*O1**2); om = OM2[:, None]; xk = G0[:, None, :] * F
    xh = np.ascontiguousarray((np.fft.irfft(xk, n=NF, axis=2)*(NF/T)).transpose(2, 0, 1))
    def acc(y, u, h):
        x = h + y; q = x[1]*x[1]; a = -GAM*u - om*y
        a[0] -= c*q; a[1] -= x[1]*(2*c*x[0] + 4*d*q)
        return a
    y = np.zeros(F.shape[:2]); u = np.zeros(F.shape[:2])
    Y = np.empty((NS,) + y.shape); Uv = np.empty_like(Y)
    for s in range(2*NS):
        j = (2*s) % NF
        if s == NS: u[0] += kick
        if s >= NS: Y[s-NS] = y; Uv[s-NS] = u
        a1 = acc(y, u, xh[j]); u2 = u + 0.5*H*a1
        a2 = acc(y + 0.5*H*u, u2, xh[j+1]); u3 = u + 0.5*H*a2
        a3 = acc(y + 0.5*H*u2, u3, xh[j+1]); u4 = u + H*a3
        a4 = acc(y + H*u3, u4, xh[(j+2) % NF])
        y = y + H/6*(u + 2*(u2 + u3) + u4); u = u + H/6*(a1 + 2*(a2 + a3) + a4)
    ft = lambda A: H*np.fft.rfft(A, axis=0)[:K+1].transpose(1, 2, 0)
    return dict(v=1j*wk*xk + ft(Uv), U=Uv, X=xh[::2] + Y, xh=xh[::2], ft=ft,
                gap=np.sqrt(np.mean((y - Y[0])**2)))
def pair(A, size=2):          # average over each antithetic group of replicas
    return A.reshape((A.shape[0], size, A.shape[1]//size) + A.shape[2:]).mean(1)
def spectra(F, r, size=2):
    return pair(np.real(r["v"]*F.conj()), size)/T, pair(np.abs(r["v"])**2, size)/T
def band(spec, m):
    val = 2/T * spec[:, m].sum(1)
    return val.mean(), val.std() / np.sqrt(len(val))
def variance(r, g):
    S = 2*g*th*np.abs(G0)**2
    dv = pair((r["X"]**2).mean(0) - (r["xh"]**2).mean(0))
    mean = r["X"].mean(axis=(0, 2))
    return (2*S.sum(1) - S[:, 0])/T + dv.mean(1) - mean**2, dv.std(1)/np.sqrt(dv.shape[1])
mk = lambda lo, hi: (wk > lo) & (wk < hi)
bands = [(0, 1.6, 2.4), (1, 0.6, 1.4), (1, 2.8, 3.2), (0, 0.01, 0.3)]
gflat = np.full((2, K+1), GAM)
Qk = np.array([np.interp(wk, wf, Qf[i]) for i in range(2)])

# weak coupling: formula for Delta, and its cancellation by the predicted noise.
# Off resonance the product (in-band noise) x (force built from out-of-band noise) has
# zero mean but dominates the scatter; flipping the in-band noise sign cancels it.
res = []
for g in (gflat, gflat + C_WEAK**2*Qk/(2*th)):
    out = []
    for i, lo, hi in bands[2:]:
        F = draw(g, 320); sgn = np.ones((2, 1, K+1)); sgn[i, 0, mk(lo, hi)] = -1.0
        F = np.concatenate([F, F*sgn], axis=1)
        cvf, cvv = spectra(F, integrate(F, C_WEAK), 4)
        out.append(cvf - g[:, None, :]*cvv)
    both = np.concatenate(out, axis=1)
    res.append([both[0], both[1], out[0][1], out[1][0]])
print(f"c={C_WEAK}: band Delta/c^2 (reduced power): formula | plain QTB | adjusted")
for n, (i, lo, hi) in enumerate(bands):
    m = mk(lo, hi); pr = 2/T*np.sum((GAM*wk**2*np.abs(G0[i])**2*Qk[i])[m])
    (d0, e0), (d1, e1) = [np.array(band(r[n], m))/C_WEAK**2 for r in res]
    print(f" mode {i+1} w {lo}-{hi}: {pr:.4e} | {d0:.4e} +- {e0:.1e} | {d1:.2e} +- {e1:.1e}")
    assert max(e0, e1) < 0.15*abs(pr)
    assert abs(d0 - pr) < 4*e0 + 0.04*abs(pr) and abs(d1) < 4*e1 + 0.04*abs(pr)

# positivity limit: mode-1 noise is off near w = 0, yet leaked noise b exceeds a
gb = np.maximum(gflat + C_BIG**2*Qk/(2*th), 0.0)
assert np.all(gb[0, :3] == 0)
x1 = integrate(draw(gb, 300), C_BIG)["X"][:, 0, :]
tt = H*np.arange(NS); win = np.sin(np.pi*tt/T)**2
amp = H*((x1 - x1.mean())*(win*np.exp(-1j*wk[1]*tt))[:, None]).sum(0)
bs = pair((np.abs(amp)**2/(H*np.sum(win**2)))[None, :])[0] / (np.abs(G0[0, 1])**2*2*th[1])
b_th = C_BIG**2*np.interp(wk[1], wf, Nf[0])/(2*th[1])
a_th = GAM + C_BIG**2*max(np.interp(w, wf, Sigf[0].imag)/w for w in wk[1:3])
b_err = bs.std()/np.sqrt(len(bs))
print(f"c={C_BIG}, mode 1, w={wk[1]:.3f}: b measured {bs.mean():.3f} +- {b_err:.3f}, b 2nd order {b_th:.3f}, a 2nd order {a_th:.3f} (reduced rate)")
assert bs.mean() > 1.3*a_th

# worked example: plain QTB
F = draw(gflat, 500); r = integrate(F, C_EX); cvf, cvv = spectra(F, r)
print(f"periodicity gap rms {r['gap']:.1e} (reduced length)"); assert r["gap"] < 0.02
dU = (integrate(F, C_EX, 0.02)["U"] - r["U"])[:, 0, :].mean(1) / 0.02
chi_kick = H*(np.fft.rfft(dU)[:K+1] - 0.5*dU[0])
chi_corr = (r["v"][0]*F[0].conj()).sum(0) / (np.abs(F[0])**2).sum(0)
m = mk(1.8, 2.2); nrm = np.linalg.norm(chi_kick[m])
e_nov = np.linalg.norm((chi_corr - chi_kick)[m])/nrm
e_har = np.linalg.norm((1j*wk*G0[0] - chi_kick)[m])/nrm
print(f"kick response vs C_vF/C_FF: rel. diff {e_nov:.3f}; vs harmonic chi: {e_har:.3f}")
assert e_nov < 0.05 and e_har > 0.08
X = r["X"]; fa = np.empty_like(X); fa[:, 0] = -C_EX*X[:, 1]**2
fa[:, 1] = -X[:, 1]*(2*C_EX*X[:, 0] + 2*C_EX**2/O1**2*X[:, 1]**2)
cvfa = pair(np.real(r["v"]*r["ft"](fa).conj()))/T
D_q = []
for i, lo, hi in bands[:2]:
    d0, e0 = band(cvf[i] - GAM*cvv[i], mk(lo, hi)); pw = -band(cvfa[i], mk(lo, hi))[0]
    D_q.append(d0)
    print(f"QTB mode {i+1} band Delta {d0:.3e} +- {e0:.1e}, -Re C_v,f {pw:.3e} (reduced power)")
    assert abs(d0 - pw) < 0.05*abs(d0)
assert D_q[0] > 0 > D_q[1]
allk = wk > 0
P_q = [band(cvf[i] - GAM*cvv[i], allk)[0] for i in range(2)]
var_p, err_p = variance(r, gflat)

# adaptive loop inside the resonance windows: g <- Re C_vF / C_vv per bin,
# final g = average of the last five iterates
g = gflat.copy(); hist = []
for it in range(8):
    F = draw(g, 250); cvf, cvv = spectra(F, integrate(F, C_EX))
    g = g.copy()
    for i, lo, hi in bands[:2]:
        m = mk(lo, hi)
        g[i, m] = np.maximum(cvf[i].mean(0)[m]/cvv[i].mean(0)[m], 0.002)
    hist.append(g)
g = np.mean(hist[3:], axis=0)
F = draw(g, 600); r = integrate(F, C_EX); cvf, cvv = spectra(F, r)
for n, (i, lo, hi) in enumerate(bands[:2]):
    m = mk(lo, hi); d1, e1 = band(cvf[i] - g[i]*cvv[i], m); wt = cvv[i].mean(0)[m]
    line = lambda arr: np.sum(arr*wt)/wt.sum()
    dga = line(g[i][m] - GAM); dgs = line(dg2(i, wk[m]))
    its = [line(hist[j][i][m] - GAM) for j in (0, 1, 3, 7)]
    print(f"adQTB mode {i+1} band Delta {d1:.2e} +- {e1:.1e} (reduced power)")
    print(f" line-averaged dgamma: adapted {dga:.4f} ({dga*ps:.2f} 1/ps), 2nd order {dgs:.4f}")
    print(f" after 1,2,4,8 updates: {its[0]:.4f} {its[1]:.4f} {its[2]:.4f} {its[3]:.4f} (reduced rate)")
    assert abs(d1) < 5*e1 and abs(d1) < 0.3*abs(D_q[n]) and 0.6 < dga/dgs < 1.4
P_a = [band(cvf[i] - GAM*cvv[i], allk)[0] for i in range(2)]
for name, Pw in (("QTB", P_q), ("adQTB", P_a)):
    print(f"{name} net bath power: {Pw[0]:.3e} {Pw[1]:.3e} reduced; mode 1 {Pw[0]*mev*ps:.1f} meV/ps")
    assert Pw[0] > 0 and abs(Pw[0] + Pw[1]) < 0.05*Pw[0]
assert P_a[0] > 0.5*P_q[0]
var_a, err_a = variance(r, g)
S0 = 2*GAM*th*np.abs(G0)**2; var_h = (2*S0.sum(1) - S0[:, 0])/T
target = var_h + var_q - var_q0
for i in range(2):
    print(f"var x{i+1} (hbar/m O2): exact c=0 {var_q0[i]:.4f}, exact c {var_q[i]:.4f}, damped harmonic {var_h[i]:.4f}")
    print(f" target {target[i]:.4f}, QTB {var_p[i]:.4f} +- {err_p[i]:.4f}, adQTB {var_a[i]:.4f} +- {err_a[i]:.4f}")
    print(f" error QTB {100*(var_p[i]/target[i]-1):+.1f} %, adQTB {100*(var_a[i]/target[i]-1):+.1f} %")
    assert abs(var_a[i] - target[i]) < 0.015*target[i] + 4*err_a[i]
    assert abs(var_a[i] - target[i]) < abs(var_p[i] - target[i]) / 3
assert var_p[0] < 0.97*target[0] and var_p[1] > 1.06*target[1]
print("finished without a failed check")
```

It prints:

```
inputs (reduced): O1=2.0 O2=1.0 gamma=0.1 kT=0.2 c=0.1 d=0.00125
O2=1000 cm^-1: rate unit 188.37 1/ps, energy unit 123.98 meV
T = 287.8 K, gamma = 18.84 1/ps
theta(O1)=1.00009 theta(O2)=0.50678 (reduced energy)
quantum <v1^2>: trace 0.999934, FDT sum 0.999934 (reduced)
quantum <v2^2>: trace 0.507553, FDT sum 0.507553 (reduced)
static response of x2: Kubo 0.998360, finite field 0.998360 (reduced)
bilinear model w=1.0: update eigenvalue numeric 1.06369, 1-lambda 1.06369
bilinear model w=3.0: update eigenvalue numeric 0.04059, 1-lambda 0.04059
d var/d c^2, diagonalization: 0.01235 -0.04949 (reduced)
d var/d c^2, adjusted bath gamma->0: 0.01235 -0.04948 (reduced)
d var/d c^2 at gamma=0.1: plain -2.0509 8.3270, adjusted 0.0117 -0.0478
2nd-order dgamma1(O1)=0.01247 narrow-line 0.01250 (reduced rate)
2nd-order dgamma2(O2)=-0.02469 narrow-line -0.02467 (reduced rate)
2nd-order dgamma2(O1+O2)=0.00832, gamma_r1(0)=-0.02500 (reduced rate)
period 204.8, step 0.2, bin 0.0307, noise cutoff 7.98 (reduced)
c=0.02: band Delta/c^2 (reduced power): formula | plain QTB | adjusted
 mode 1 w 1.6-2.4: 8.2765e-01 | 7.7828e-01 +- 3.9e-02 | 2.39e-03 +- 3.1e-02
 mode 2 w 0.6-1.4: -8.3057e-01 | -7.8102e-01 +- 3.9e-02 | -1.86e-02 +- 4.1e-02
 mode 2 w 2.8-3.2: 2.4712e-03 | 2.4309e-03 +- 1.2e-04 | -1.55e-05 +- 9.2e-05
 mode 1 w 0.01-0.3: -1.6811e-05 | -1.5003e-05 +- 1.9e-06 | 1.55e-06 +- 2.2e-06
c=0.13, mode 1, w=0.031: b measured 0.244 +- 0.020, b 2nd order 0.198, a 2nd order 0.106 (reduced rate)
periodicity gap rms 1.9e-04 (reduced length)
kick response vs C_vF/C_FF: rel. diff 0.013; vs harmonic chi: 0.192
QTB mode 1 band Delta 6.445e-03 +- 3.1e-04, -Re C_v,f 6.441e-03 (reduced power)
QTB mode 2 band Delta -6.470e-03 +- 3.1e-04, -Re C_v,f -6.465e-03 (reduced power)
adQTB mode 1 band Delta 2.32e-04 +- 2.3e-04 (reduced power)
 line-averaged dgamma: adapted 0.0084 (1.58 1/ps), 2nd order 0.0086
 after 1,2,4,8 updates: 0.0071 0.0081 0.0079 0.0083 (reduced rate)
adQTB mode 2 band Delta -2.74e-04 +- 2.7e-04 (reduced power)
 line-averaged dgamma: adapted -0.0164 (-3.09 1/ps), 2nd order -0.0177
 after 1,2,4,8 updates: -0.0111 -0.0156 -0.0154 -0.0166 (reduced rate)
QTB net bath power: 6.456e-03 -6.459e-03 reduced; mode 1 150.8 meV/ps
adQTB net bath power: 7.984e-03 -7.990e-03 reduced; mode 1 186.5 meV/ps
var x1 (hbar/m O2): exact c=0 0.2500, exact c 0.2501, damped harmonic 0.2462
 target 0.2463, QTB 0.2288 +- 0.0013, adQTB 0.2463 +- 0.0012
 error QTB -7.1 %, adQTB +0.0 %
var x2 (hbar/m O2): exact c=0 0.5068, exact c 0.5063, damped harmonic 0.4961
 target 0.4956, QTB 0.5614 +- 0.0034, adQTB 0.4969 +- 0.0031
 error QTB +13.3 %, adQTB +0.3 %
finished without a failed check
```
